# Bond charge and spin currents in noncollinear tight-binding devices

**Result.** A device has one orthonormal orbital per site and two spin states. Its on-site blocks are $H_{ii}=\varepsilon_i+\mathbf b_i\cdot\boldsymbol\sigma$, where $\mathbf b_i$ is the exchange field in energy units, and its hopping blocks are $H_{ij}=u_{ij}+\mathbf a_{ij}\cdot\boldsymbol\sigma$. From the lesser Green function form
$$\rho=\frac1{2\pi i}\int dE\,G^<(E),\qquad \mathbf s_{ij}=\mathrm{Tr}\,\boldsymbol\sigma\rho_{ij}.$$
The particle and spin flows from site $j$ to site $i$ are
$$J_{j\to i}=\frac2\hbar\,\mathrm{Im\,Tr}(H_{ij}\rho_{ji}),\qquad \mathbf Q_{j\to i}=\tfrac12\,\mathrm{Im\,Tr}(\{\boldsymbol\sigma,H_{ij}\}\rho_{ji}).$$
The spin $\mathbf S_i=\frac\hbar2\mathbf s_{ii}$ obeys
$$\frac{d\mathbf S_i}{dt}=\sum_{j\ne i}(\mathbf Q_{j\to i}+\mathbf K_{ij})+\mathbf b_i\times\mathbf s_{ii}+\mathbf Q_{\rm leads\to i},\qquad \mathbf K_{ij}=\mathrm{Re}(\mathbf a_{ij}\times\mathbf s_{ji}).$$
The exchange field enters as the local source $\mathbf b_i\times\mathbf s_{ii}$. It is the sole source if hopping is independent of spin; spin-orbit hopping adds $\mathbf K_{ij}$. Electrons are non-interacting or treated in a static mean field. The electric current is $-eJ$, with $e>0$.

## 1. Two sites without spin

Define
$$G^<_{ij}(t,t')=\frac i\hbar\langle c_j^\dagger(t')c_i(t)\rangle,\qquad \rho_{ij}=\langle c_j^\dagger c_i\rangle=-i\hbar G^<_{ij}(t,t).$$
In a steady state $G^<$ depends on $t-t'$. With $G^<(E)=\int d(t-t')\,e^{iE(t-t')/\hbar}G^<(t-t')$, the inverse transform at equal times is $\int dE\,G^<(E)/(2\pi\hbar)$. Multiplying by $-i\hbar$ gives the prefactor $-i/2\pi=1/(2\pi i)$ used above.

For $H=\sum_{ij}c_i^\dagger H_{ij}c_j$, the operator equation is $i\hbar\dot c_i=\sum_jH_{ij}c_j$. Differentiating $\langle c_j^\dagger c_i\rangle$ with it and its adjoint gives
$$i\hbar\,\dot\rho=[H,\rho].$$
The diagonal element is
$$\dot N_i=\frac1{i\hbar}\sum_j(H_{ij}\rho_{ji}-\rho_{ij}H_{ji}).$$
The term $j=i$ vanishes for numbers. Since $H$ and $\rho$ are Hermitian, the second product is the complex conjugate of the first. With $z-z^*=2i\,\mathrm{Im}\,z$, each bond contributes $(2/\hbar)\,\mathrm{Im}(H_{ij}\rho_{ji})$.

Check this on two sites with $H_{12}=H_{21}=-w$, zero site energies and one electron starting on site 1. The amplitudes are $\psi_1=\cos(wt/\hbar)$ and $\psi_2=i\sin(wt/\hbar)$. Then $\rho_{12}=\psi_1\psi_2^*=-i\cos(wt/\hbar)\sin(wt/\hbar)$, so
$$J_{1\to2}=\frac2\hbar\,\mathrm{Im}(-w\rho_{12})=\frac w\hbar\sin\frac{2wt}\hbar=\frac d{dt}\sin^2\frac{wt}\hbar=\dot N_2.$$
Both sign and factor are right.

## 2. Spin and the exchange source

Now $H_{ij}$ and $\rho_{ij}$ are $2\times2$ blocks, with $(\rho_{ij})_{\alpha\beta}=\langle c_{j\beta}^\dagger c_{i\alpha}\rangle$. The particle number is $N_i=\mathrm{Tr}\,\rho_{ii}$. The on-site term drops out because the trace of a commutator of finite matrices is zero. The other terms give the stated $J_{j\to i}$, and
$$J_{i\to j}=\frac2\hbar\,\mathrm{Im\,Tr}(H_{ji}\rho_{ij})=\frac2\hbar\,\mathrm{Im\,Tr}(\rho_{ij}H_{ji})=-J_{j\to i},$$
because $\rho_{ij}H_{ji}=(H_{ij}\rho_{ji})^\dagger$.

For spin, multiply the equation of motion by $\frac\hbar2\boldsymbol\sigma$ before tracing:
$$\frac{d\mathbf S_i}{dt}=\frac1{2i}\sum_j\mathrm{Tr}\,\boldsymbol\sigma(H_{ij}\rho_{ji}-\rho_{ij}H_{ji}).$$
The on-site term no longer vanishes. Write $\rho_{ii}=\frac12(N_i+\mathbf s_{ii}\cdot\boldsymbol\sigma)$. The scalar parts commute, and $[\mathbf b\cdot\boldsymbol\sigma,\mathbf s\cdot\boldsymbol\sigma]=2i(\mathbf b\times\mathbf s)\cdot\boldsymbol\sigma$. Hence
$$\frac1{2i}\mathrm{Tr}\,\boldsymbol\sigma[H_{ii},\rho_{ii}]=\frac1{2i}\mathrm{Tr}\,\boldsymbol\sigma\,i(\mathbf b_i\times\mathbf s_{ii})\cdot\boldsymbol\sigma=\mathbf b_i\times\mathbf s_{ii},$$
using $\mathrm{Tr}\,\sigma_a\sigma_b=2\delta_{ab}$. Equivalently, the source is $(2/\hbar)\mathbf b_i\times\mathbf S_i$.

An isolated site is the limiting check. For $\mathbf b=b\hat z$ the two spin amplitudes acquire phases $e^{\mp ibt/\hbar}$. A spin starting along $x$ therefore turns towards $y$ at angular frequency $2b/\hbar$, as $\dot{\mathbf s}=(2/\hbar)\mathbf b\times\mathbf s$ requires. The source is precession: it has no component along $\mathbf b_i$.

The reaction on a local moment follows if the field comes from an isotropic coupling, $\mathbf b_i=-g\mathbf M_i$, with $\mathbf M_i$ a classical angular momentum. The coupling energy $-g\mathbf M_i\cdot\mathbf s_{ii}$ makes the moment precess about $-g\mathbf s_{ii}$, so
$$\dot{\mathbf M}_i=-g\,\mathbf s_{ii}\times\mathbf M_i=\mathbf s_{ii}\times\mathbf b_i=-\mathbf b_i\times\mathbf s_{ii}.$$
The moment receives what the electrons lose. In the transport calculation the moments are held still, and this is the torque acting on them at that configuration.

## 3. Hopping that acts on spin

For $j\ne i$ the two terms are again conjugates after tracing, because $\boldsymbol\sigma$ is Hermitian and the trace is cyclic. The inflow at end $i$ is therefore $\mathrm{Im\,Tr}(\boldsymbol\sigma H_{ij}\rho_{ji})$. Split the product:
$$\boldsymbol\sigma H_{ij}=\tfrac12\{\boldsymbol\sigma,H_{ij}\}+\tfrac12[\boldsymbol\sigma,H_{ij}].$$
The first half defines $\mathbf Q_{j\to i}$. Exchanging the ends and taking the adjoint inside the trace gives
$$\mathrm{Im\,Tr}(\{\boldsymbol\sigma,H_{ji}\}\rho_{ij})=-\mathrm{Im\,Tr}(\rho_{ji}\{\boldsymbol\sigma,H_{ij}\}),$$
so $\mathbf Q_{i\to j}=-\mathbf Q_{j\to i}$: what leaves one end enters the other.

For the second half, $[\sigma_a,H_{ij}]=2i\sum_{bc}\epsilon_{abc}(a_{ij})_b\sigma_c$. Since $\mathrm{Im}(iz)=\mathrm{Re}\,z$,
$$\tfrac12\mathrm{Im\,Tr}([\boldsymbol\sigma,H_{ij}]\rho_{ji})=\mathrm{Re}(\mathbf a_{ij}\times\mathbf s_{ji})=\mathbf K_{ij}.$$
Hermiticity gives $\mathbf a_{ji}=\mathbf a_{ij}^*$ and $\mathbf s_{ij}=\mathbf s_{ji}^*$, hence $\mathbf K_{ji}=\mathbf K_{ij}$. The same spin is added at both ends, so this part is a source and not a transfer.

With spin-dependent hopping, the division between flow and source is a convention. The one used here is fixed by requiring the flow to be odd under exchange of ends and the source to be shared equally. The total rate at each site does not depend on it.

The site balances were tested in a random closed four-site system with complex spin-dependent hopping on all bonds. Finite time differences of $N_i$ and $\mathbf S_i$ agree with the sums of flows and sources.

A spin-orbit link gives a sharper limit. Let sites 3 and 4 carry no exchange field and let
$$H_{34}=-wU,\qquad U=e^{-i\phi\,\hat n\cdot\boldsymbol\sigma/2}.$$
Define $c_4'=Uc_4$, and apply the same $U$ to all sites further right. The link becomes the ordinary hopping $-w$, and in the new frame the steady spin flow is the same before, on and after it. Since $U$ rotates a spin by $+\phi$ about $\hat n$, returning from $c_4'$ to $c_4=U^\dagger c_4'$ rotates it by $-\phi$:
$$\mathbf Q_{4\to5}=R_{\hat n}(-\phi)\,\mathbf Q_{2\to3}.$$
In the original frame, balance at sites 3 and 4 reads
$$\mathbf Q_{2\to3}-\mathbf Q_{3\to4}+\mathbf K_{34}=0,\qquad \mathbf Q_{3\to4}-\mathbf Q_{4\to5}+\mathbf K_{34}=0.$$
Adding them gives $\mathbf Q_{4\to5}-\mathbf Q_{2\to3}=2\mathbf K_{34}$. Here $\mathbf K$ rotates the polarization of the flow and preserves its length. The rotation law was tested for a link inside the spin valve treated below.

## 4. Connecting the leads

Let $V_\alpha$ couple lead $\alpha$ to the device. The operator equations in energy space are
$$(E-H)c_D=\sum_\alpha V_\alpha c_\alpha,\qquad c_\alpha=c_\alpha^0+g_\alpha^rV_\alpha^\dagger c_D,$$
where $c_\alpha^0$ is the free motion of the isolated lead and $g^r_\alpha$ its retarded Green function. Substitution gives
$$c_D=G^r\sum_\alpha V_\alpha c_\alpha^0,\qquad G^r=\Big(E-H-\sum_\alpha\Sigma_\alpha^r\Big)^{-1},\qquad \Sigma_\alpha^r=V_\alpha g_\alpha^rV_\alpha^\dagger.$$
The memory of the initial device state has been dropped. This is justified when that memory decays, which fails for any state that does not leak into the leads: bound states outside the lead bands, and states inside a band that have no amplitude on the contact sites, for instance by symmetry. Such a state, if occupied, must be added separately. The second kind cannot occur in a simple chain with invertible hopping blocks.

A free lead mode of energy $\varepsilon_q$ and occupation $f_\alpha$ has $g_q^<(E)=2\pi i f_\alpha\delta(E-\varepsilon_q)$, by Fourier transforming $(i/\hbar)f_\alpha e^{-i\varepsilon_q(t-t')/\hbar}$. Forming $\langle c_D^\dagger c_D\rangle$ gives
$$G^<=G^r\Sigma^<G^a,\qquad \Sigma^<=\sum_\alpha\Sigma_\alpha^<,\qquad \Sigma_\alpha^<=if_\alpha\Gamma_\alpha,\qquad \Gamma_\alpha=i(\Sigma_\alpha^r-\Sigma_\alpha^a).$$

The flow out of a lead needs the mixed function $G^<_{\alpha D}$. The free part of $c_\alpha$ correlates with $c_D^\dagger$ through $G^a$, and the induced part brings in $G^<$:
$$V_\alpha G^<_{\alpha D}=\Sigma_\alpha^<G^a+\Sigma_\alpha^rG^<.$$
Lesser functions are anti-Hermitian, so $G^<_{D\alpha}V_\alpha^\dagger=-(V_\alpha G^<_{\alpha D})^\dagger=G^r\Sigma_\alpha^<+G^<\Sigma_\alpha^a$. The contact commutator is the difference
$$C_\alpha=\Sigma_\alpha^rG^<+\Sigma_\alpha^<G^a-G^r\Sigma_\alpha^<-G^<\Sigma_\alpha^a.$$
The equation of motion has the prefactor $1/(i\hbar)$ and the energy integral $1/(2\pi i)$. Their product is $-1/(2\pi\hbar)=-1/h$. Therefore
$$J_{\alpha\to i}=-\frac1h\int dE\,\mathrm{Tr}(C_\alpha)_{ii},\qquad \mathbf Q_{\alpha\to i}=-\frac1{4\pi}\int dE\,\mathrm{Tr}\,\boldsymbol\sigma(C_\alpha)_{ii},$$
the second carrying the extra factor $\hbar/2$.

A filled lead facing empty ones checks the sign. Since the trace is cyclic,
$$\mathrm{Tr}\,C_\alpha=-i\,\mathrm{Tr}\,\Gamma_\alpha G^<-f_\alpha\mathrm{Tr}\,\Gamma_\alpha A,\qquad A=i(G^r-G^a)=\sum_\beta G^r\Gamma_\beta G^a.$$
The last form follows from $G^r-G^a=G^r[(G^a)^{-1}-(G^r)^{-1}]G^a$. If only lead $\alpha$ is occupied, $G^<=if_\alpha G^r\Gamma_\alpha G^a$, and
$$\mathrm{Tr}\,C_\alpha=-f_\alpha\sum_{\beta\ne\alpha}\mathrm{Tr}\,\Gamma_\alpha G^r\Gamma_\beta G^a\le0.$$
The flow out of the filled lead is then never negative, as it should be.

The lead terms also close the steady balance. From $(E-H)G^<=\Sigma^rG^<+\Sigma^<G^a$ and its adjoint equation, subtraction gives $[H,G^<]=-\sum_\alpha C_\alpha$. The internal rate and lead rate cancel at each energy.

## 5. Equilibrium as a limit

Set $f_L=f_R=f$. The identity $G^r-G^a=G^r(\Sigma^r-\Sigma^a)G^a$ turns $G^<$ into $f(G^a-G^r)$. Inserting this and $\Sigma_\alpha^<=f(\Sigma_\alpha^a-\Sigma_\alpha^r)$ into $C_\alpha$ leaves
$$C_\alpha=f\,(G^r\Sigma_\alpha^r-\Sigma_\alpha^rG^r-G^a\Sigma_\alpha^a+\Sigma_\alpha^aG^a).$$
For a nonmagnetic lead attached to one site, $\Sigma_\alpha$ is a number on that site and the contact block vanishes. Neither charge nor spin enters from such a lead.

Spin can still flow inside. Take fields in the $xz$ plane and real, spin-independent hopping. Then $H$ and $\rho=f(H)$ are real matrices. The traces for $J$, $Q_x$ and $Q_z$ have no imaginary part, but $\sigma_y$ is imaginary and $Q_y$ may survive.

Its size follows from a thermodynamic derivative. Rotate the fields of layer $B$ by $\theta$ about $y$, so that $\partial_\theta\mathbf b_i=\hat y\times\mathbf b_i$. At fixed temperature and chemical potential,
$$\frac{\partial\Omega}{\partial\theta}=\Big\langle\frac{\partial H}{\partial\theta}\Big\rangle=\sum_{i\in B}\mathbf s_{ii}\cdot(\hat y\times\mathbf b_i)=\hat y\cdot\sum_{i\in B}\mathbf b_i\times\mathbf s_{ii}.$$
The equilibrium source on $B$ is the slope of the grand potential. In the steady state, the spin flowing into $B$ through the spacer is minus this slope.

This also settles the range of the energy integral. With $A_L=G^r\Gamma_LG^a$,
$$G^<=if_RA+i(f_L-f_R)A_L.$$
The second term lives near the bias window. The first runs over all occupied energies and carries the equilibrium flow, so an integral over the window alone loses it. How much is called the bias part depends on the chosen reference; below it is the change from equilibrium at the mean chemical potential.

## 6. A spin valve with numbers

The model is an infinite chain with hopping $-w$, $w=1$ eV. Sites 1 and 2 form layer $A$ with $\mathbf b=(0,0,0.5)$ eV. Sites 3 and 4 are the spacer. Sites 5 and 6 form layer $B$ with $\mathbf b=(0.5,0,0)$ eV. Magnetic sites have $\varepsilon_i=0.5$ eV, so a spin antiparallel to $\mathbf b$ sees zero potential and a parallel one sees 1 eV. The temperature is 300 K and the chemical potentials are $-0.4$ eV (left) and $-0.6$ eV (right). The electrostatic drop and self-consistency are left out, so these are properties of the model and not of a particular material.

Writing $E=-2w\cos k$ with $0<k<\pi$, the lead self-energy solves $\Sigma=w^2/(E-\Sigma)$. The root with negative imaginary part is $\Sigma^r=-we^{ik}$, since $E-\Sigma^r=-we^{-ik}$. The added magnetic potential is non-negative, so no level lies below the band. The long-chain calculation finds two levels above it, the lower at 2.445 eV. That is 2.945 eV above the mean chemical potential, or about 114 $k_BT$, so their equilibrium occupation is negligible.

**Charge.** The particle flow is $J=44.49$ meV$/\hbar$ on each bond. Multiplication by $e^2/\hbar=243.4$ µA per eV gives a current of magnitude 10.83 µA. Two fully open spin channels would carry $2(200\ \mathrm{meV})/(2\pi\hbar)=63.7$ meV$/\hbar$, so the device passes about 70% of that.

**One local source.** At site 5, $\mathbf s=(-0.228746,\,0.009243,\,-0.025415)$. For a field along $x$,
$$\mathbf b\times\mathbf s=0.5\ \mathrm{eV}\,(0,-s_z,s_y)=(0,\,12.71,\,4.62)\ \mathrm{meV}.$$
Site 6 gives $(0,-8.49,2.53)$ meV. The $y$ parts have opposite signs; the layer total is $(0,4.21,7.15)$ meV.

**Balance of layer $B$.** The spin flow to the right is $(-4.27,0.66,-4.27)$ meV on each spacer bond and $(-4.27,4.88,2.87)$ meV into the right lead. Inflow minus outflow is
$$(0,\,-4.21,\,-7.15)\ \mathrm{meV},$$
which cancels the source. The $x$ flow passes unchanged because $\mathbf b$ is along $x$. The $z$ flow changes sign across the layer, so the transferred spin, 7.15 meV, exceeds the incoming 4.27 meV. The layer rotates spin and does not merely absorb it. To see why, use the split $G^<=if_RA+i(f_L-f_R)A_L$ of Section 5, whose reference is the right chemical potential and not the mean. The window term carries $+5.78$ meV of $y$ flow in the spacer, and precession about $x$ turns this towards $+z$: it gives $+4.19$ meV of the outgoing $z$ flow, while the incoming $z$ spin leaves $-1.31$ meV, so the sign reverses. The total $y$ flow in the spacer is small because the states filled on both sides carry $-5.11$ meV, which nearly cancels the window term.

**Equilibrium and bias.** At the mean chemical potential the source on $B$ is $-0.99$ meV along $y$, and the spacer flow is $+0.99$ meV. The separately calculated slope $\partial\Omega/\partial\theta=-0.99$ meV agrees. Its negative sign means that, at $90^\circ$, a larger angle lowers $\Omega$. Relative to this reference, bias changes the source by $(0,5.21,7.15)$ meV and reverses its $y$ component. The $y$ part depends strongly on the reference: the equilibrium source along $y$ is $-6.44$ meV at a chemical potential of $-0.4$ eV and $+5.11$ meV at $-0.6$ eV. The $z$ part does not depend on it, because the equilibrium source has no $z$ component.

**Torque on the moments.** This is minus the source, $(0,-4.21,-7.15)$ meV. In charge-current units, $2e/\hbar$ times the $z$ component is $-3.48$ µA. The bias part divided by the particle flow, in units of $\hbar/2$, is
$$\frac{-2(7.15)}{44.49}=-0.32\ \text{along }z,\qquad \frac{-2(5.21)}{44.49}=-0.23\ \text{along }y.$$
If $g>0$, the local angular momenta of $A$ and $B$ point along $-z$ and $-x$. The $z$ torque then turns $B$ towards $A$ while electrons flow from $A$ to $B$. For $g<0$ both momenta reverse but the torque does not, and it turns $B$ away from $A$.

**A spin-orbit link.** Replace the 3–4 hopping by a link with $\phi=0.8$ rad and $\hat n=(1,2,2)/3$. The flow changes from $(-3.63,-1.59,-2.49)$ to $(-2.49,-0.76,-3.88)$ meV. The difference, $(1.13,0.83,-1.39)$ meV, is twice $\mathbf K=(0.57,0.41,-0.70)$ meV within rounding. The length stays at 4.68 meV. A balance with exchange sources alone would fail at sites 3 and 4.

## 7. Strength of the checks and limits of use

Scattering states built by recursion along the chain, without inverting $E-H-\Sigma^r$, reproduce the density matrix, the charge flow and the spin flow into the right lead to rounding accuracy. This tests the lead formulas with and without the link.

A second route joins separately filled finite leads to an empty device and follows the closed chain in time, with the bound states emptied. Its late-time average differs from the steady flows and sources by at most 0.25 meV. That is 0.6% of the particle flow in meV$/\hbar$, but the largest deviation falls on the $y$ flow in the spacer, which comes out as 0.91 meV instead of 0.66 meV. This route therefore supports the larger components and does not confirm the spacer $y$ flow.

The local balance also holds at each instant for time-dependent $\varepsilon_i$, $\mathbf b_i$ and hopping, because its derivation used $H$ only at the time of differentiation. The energy-resolved lead formulas need a steady state. In a nonorthogonal basis the site populations involve overlaps, and the formulas must be rederived. With several orbitals per site the traces include orbitals, and on-site spin-orbit coupling contributes through the general source $\frac1{2i}\mathrm{Tr}\,\boldsymbol\sigma[H_{ii},\rho_{ii}]$. Interactions beyond a static mean field add self-energy terms inside the device; unless the approximation conserves particles and spin, these can act as spurious sources.

## Table of computed values

```
hopping magnitude: 1.0 eV; exchange field |b|: 0.5 eV
scalar shift on magnetic sites: 0.5 eV
angle between fields: 90.0 degrees
temperature: 300 K; kT: 25.852 meV
chemical potentials left, right: -0.4, -0.6 eV
current factor e^2/hbar: 243.413 microampere per eV
particle flow to the right: 44.4857 meV/hbar
charge current magnitude e*J: 10.8284 microampere
Spin flow to the right (x y z), meV:
  left lead -> site 1: 2.8748 -4.8778 -4.2745
  site 1 -> site 2: 0.3473 1.0824 -4.2745
  site 2 -> site 3: -4.2745 0.6643 -4.2745
  site 3 -> site 4: -4.2745 0.6643 -4.2745
  site 4 -> site 5: -4.2745 0.6643 -4.2745
  site 5 -> site 6: -4.2745 13.3718 0.3473
  site 6 -> right lead: -4.2745 4.8778 2.8748
Spin vector s = Tr(sigma rho) (x y z), dimensionless:
  site 1: 0.011920 0.005055 -0.212737
  site 2: -0.000836 0.009243 -0.245805
  site 5: -0.228746 0.009243 -0.025415
  site 6: -0.239076 0.005055 0.016988
Exchange source b x s on electrons (x y z), meV:
  site 1: -2.5275 5.9602 0.0000
  site 2: -4.6217 -0.4181 0.0000
  site 5: 0.0000 12.7074 4.6217
  site 6: 0.0000 -8.4939 2.5275
Layer B source, total, meV: 0.0000 4.2135 7.1492
Layer B source, equilibrium at mean potential, meV: 0.0000 -0.9917 0.0000
Layer B source, change due to bias, meV: 0.0000 5.2052 7.1492
Torque on moments of B, total, meV: 0.0000 -4.2135 -7.1492
Same times 2e/hbar, microampere: 0.0000 -2.0513 -3.4804
Bias part of torque on B times (2e/hbar)/(e*J), dimensionless: 0.0000 -0.2340 -0.3214
Equilibrium spin flow in spacer, meV: 0.0000 0.9917 0.0000
Grand-potential slope dOmega/dtheta: -0.99168 meV
Spin-orbit link: rotation angle 0.80 rad, axis 0.3333 0.6667 0.6667
  spin flow before link (2->3), meV: -3.6253 -1.5900 -2.4918
  spin flow on link (3->4), meV: -3.0585 -1.1772 -3.1880
  spin flow after link (4->5), meV: -2.4918 -0.7644 -3.8841
  bond source K at each end, meV: 0.5668 0.4128 -0.6962
  spin flow length before, after: 4.6776, 4.6776 meV
bound states above band: 2; lowest at 2.4450 eV
closed-system continuity, largest error: 2.6e-09 eV
site balance, largest error: 1.8e-16 eV
Green function against scattering states, largest error: 1.7e-16
long-chain evolution, largest deviation: 0.2500 meV
```
